# The Motz-Wise Correction to the Surface Velocity of an Absorbing Wall

A dilute gas species that sticks to a wall with probability $s$ per collision is taken up at the rate

$$
J=k\,n,\qquad k=\frac{\bar c}{4}\,\frac{s}{1-s/2},\qquad \bar c=\sqrt{\frac{8\theta}{\pi m}} .
$$

Here $J$ is the net number of particles absorbed per unit area and time, $m$ is the particle mass, $\bar c$ is the mean molecular speed, and $\theta$ is the thermal energy, which in atomic units is the temperature itself. The density $n$ is the one a reactor model uses: the smooth solution of the diffusion equation, continued to the wall. The factor $1/(1-s/2)$ is the Motz-Wise correction. It follows from an approximate form of the velocity distribution near the wall, and its error can be found by solving the kinetic problem for the layer next to the wall.

The species is assumed so dilute that its particles collide with the carrier gas and not with each other. Wall and gas share one temperature, the wall is flat, and $s$ does not depend on velocity. Let $x$ be the distance from the wall into the gas and $c$ the velocity component toward the wall, so that $c=-v_x$ and arriving particles have $c>0$. With $v_t=\sqrt{\theta/m}$, the equilibrium distribution of this component is

$$
M(c)=\frac{1}{\sqrt{2\pi}\,v_t}\,e^{-c^2/2v_t^2}.
$$

The flux that an equilibrium gas of density $n$ sends onto the wall is

$$
n\int_0^\infty c\,M(c)\,dc=\frac{n}{\sqrt{2\pi}\,v_t}\,v_t^2=\frac{n v_t}{\sqrt{2\pi}} .
$$

The mean speed follows from the three-dimensional speed distribution and the integral $\int_0^\infty v^3e^{-v^2/2v_t^2}dv=2v_t^4$:

$$
\bar c=\frac{4\pi}{(2\pi)^{3/2}v_t^3}\,2v_t^4=\frac{4v_t}{\sqrt{2\pi}} .
$$

The one-way flux is therefore $n\bar c/4$. If a fraction $s$ of it sticks, the surface velocity is $s\bar c/4$. This uncorrected rule contradicts itself. The distribution used to count arrivals is symmetric in $c$, so it carries as many particles away from the wall as toward it and has no net flux, whereas absorption requires one.

The distortion that carries the flux can be found from a simple collision model. Suppose that each particle collides at the rate $1/\tau$ and leaves the collision with a velocity drawn from $M$. In a steady state,

$$
v_x\frac{\partial f}{\partial x}=\frac{n(x)M-f}{\tau}.
$$

To first order in the density gradient, $f$ on the left may be replaced by $n(x)M$. Solving for $f$ on the right and using $v_x=-c$ gives

$$
f=M(c)\left[n+\tau c\,\frac{dn}{dx}\right].
$$

The flux toward the wall is $\int c f\,dc=\tau v_t^2\,dn/dx$, because $\int c^2M\,dc=v_t^2$. This is Fick's law $J=D\,dn/dx$ with $D=\tau v_t^2$. Eliminating the gradient in favour of $J$, and defining the drift velocity $u=J/n$, one obtains

$$
f=n\,M(c)\left[1+\frac{u\,c}{v_t^2}\right].
$$

The collision time has dropped out. The Motz-Wise approximation is to use this form right up to the wall, with $n$ the extrapolated density.

The arriving flux is the integral over $c>0$. Since $c^2M$ is even, its integral over half the axis is $v_t^2/2$, and

$$
J_{\rm in}=n\int_0^\infty cM\,dc+\frac{nu}{v_t^2}\int_0^\infty c^2M\,dc=\frac{n\bar c}{4}+\frac{J}{2}.
$$

For departing particles the distortion has the opposite sign, so $J_{\rm out}=n\bar c/4-J/2$, and the difference of the two is $J$, as it must be. Half of the net flux appears as extra arrivals and half as missing departures.

The linear shape of the distortion is not essential. Any part of $f$ that is odd in $c$ adds to the arriving flux what it removes from the departing flux, so each changes by $J/2$. What matters is that the even part carries the one-way flux $n\bar c/4$, as the Maxwellian of density $n$ does. An even distortion such as $1+0.2(c^2/v_t^2-1)$ leaves the density unchanged, but since $\int_0^\infty c^3M\,dc=2v_t^3/\sqrt{2\pi}$, it raises the one-way flux by

$$
0.2\left(\frac{2v_t}{\sqrt{2\pi}}-\frac{v_t}{\sqrt{2\pi}}\right)=0.2\,\frac{\bar c}{4}
$$

per unit density, which is 20 %.

The sticking probability is by definition the absorbed fraction of the particles that actually arrive, so

$$
J=sJ_{\rm in}=s\left(\frac{n\bar c}{4}+\frac J2\right).
$$

Collecting the terms in $J$ on the left gives $J(1-s/2)=s\,n\bar c/4$, and division by $n(1-s/2)$ gives the stated $k$. Its reciprocal is a resistance,

$$
\frac1k=\frac{4}{\bar c}\left(\frac1s-\frac12\right).
$$

For small $s$ the correction factor is $1+s/2$ to first order, and the uncorrected rule is recovered as $s\to0$. At $s=1$ the velocity is $\bar c/2$, twice the uncorrected value. The same relation serves to extract $s$ from a measured surface velocity. With $K=4k/\bar c$ it reads $1/s=1/K+1/2$, or $s=K/(1+K/2)$. The uncorrected rule would report $s=K$, which reaches 2 for a wall that obeys the Motz-Wise law with $s=1$.

If sticking depends on the normal velocity, as for an activated reaction, the same distribution gives

$$
J=\int_0^\infty s(c)\,c f\,dc=s_0\frac{n\bar c}{4}+s_1\frac J2,
$$

$$
s_0=\frac{4}{\bar c}\int_0^\infty s(c)\,cM\,dc,\qquad
s_1=\frac{2}{v_t^2}\int_0^\infty s(c)\,c^2M\,dc .
$$

Hence $k=(\bar c/4)\,s_0/(1-s_1/2)$. The two averages coincide when $s$ is constant. For a velocity-dependent $s$, $s_1$ gives more weight to fast particles, and when the two averages differ, one sticking number no longer suffices.

The assumed distribution has a visible defect at strong absorption. For departing particles the bracket is $1-u|c|/v_t^2$, which is negative when $|c|>v_t^2/u$. At $s=1$, where $u=\bar c/2$, this happens above $1.253\,v_t$, a range that holds 21 % of the departing half of a Maxwellian. A fully absorbing wall should have no departing particles at any velocity. The approximation makes only their total flux vanish, by cancelling positive against negative contributions.

Replacing the linear form by a complete drifted Maxwellian $nM(c-u)$ keeps $f$ positive but does not cure the problem. Let $a=u/v_t$, let $\varphi$ be the standard normal density and $\Phi$ its cumulative distribution. With $y=c/v_t-a$,

$$
\frac{J_{\rm in}}{n v_t}=\int_{-a}^{\infty}(y+a)\varphi(y)\,dy=\varphi(a)+a\,\Phi(a),
$$

and the wall balance becomes $a=s[\varphi(a)+a\Phi(a)]$. Expansion gives $\varphi(a)+a\Phi(a)=\varphi(0)+a/2+\varphi(0)a^2/2+\dots$, whose first two terms are the Motz-Wise flux. The two forms differ at second order in the drift, and at $s=0.5$ the drifted Maxwellian gives a velocity 3.8 % higher. At $s=1$ it has no solution, since a drifted Maxwellian of finite $u$ contains departing particles and its $J_{\rm out}$ is positive.

The accuracy of the correction can be judged by treating the Knudsen layer, the region near the wall where collisions have not yet established the linear distortion. Assume that particles which do not stick are re-emitted diffusely, that is, with the departing half of a Maxwellian at the wall temperature. Because the species is dilute, its kinetic equation is linear and solutions may be added. Take an equilibrium gas of density $n_0$, and add the solution for a fully absorbing wall with net flux $J$. The second solution has no departing particles, so its arriving flux is $J$. Its extrapolated density is $J/k_1$, where $k_1$ is the true surface velocity at $s=1$. In the sum,

$$
J_{\rm in}=\frac{n_0\bar c}{4}+J,\qquad n=n_0+\frac{J}{k_1},
$$

and the departing particles are Maxwellian, as diffuse re-emission requires. Inserting $n_0=n-J/k_1$ into $J=sJ_{\rm in}$ gives

$$
J\left(1-s+\frac{s\bar c}{4k_1}\right)=\frac{s\,n\bar c}{4},
$$

and therefore

$$
k=\frac{\bar c}{4}\,\frac{s}{1-\gamma s},\qquad \gamma=1-\frac{\bar c}{4k_1}.
$$

The dependence on $s$ thus has the Motz-Wise form, with a coefficient $\gamma$ set by the collisions. Motz-Wise corresponds to $k_1=\bar c/2$ and $\gamma=1/2$.

Finding $k_1$ requires a collision model. One choice is the strong-collision model used above. A second choice is a heavy particle in a light gas, whose velocity changes little in each collision. It obeys the Fokker-Planck equation

$$
v_x\frac{\partial f}{\partial x}=\nu\frac{\partial}{\partial v_x}\left(v_xf+v_t^2\frac{\partial f}{\partial v_x}\right),
$$

with $\nu$ the friction rate and $D=v_t^2/\nu$. In both models the solution is the linear diffusion profile with its linear distortion, plus terms that decay into the gas. The condition on departing particles at $x=0$ fixes the decaying terms and the extrapolated density. At $s=1$ the diffusion profile $n+(J/D)x$, continued behind the wall, vanishes at the depth $D/k_1$. Solved numerically on a velocity grid, this extrapolation length is $1.437\,D/v_t$ for strong collisions and $1.460\,D/v_t$ for weak ones. The Motz-Wise value is $2v_t/\bar c=\sqrt{\pi/2}=1.253$ in the same unit. The coefficients are $\gamma=0.427$ and $0.417$.

Dividing the Motz-Wise velocity by the kinetic one gives

$$
\frac{k_{\rm MW}}{k}=\frac{1-\gamma s}{1-s/2}=1+\frac{(1/2-\gamma)\,s}{1-s/2}.
$$

Motz-Wise is thus too high in both models, by 15 % and 17 % of the kinetic value at $s=1$. These two models do not bracket all gases. For a light particle among heavy hard spheres, with mean free path $\lambda$ and $D=\lambda\bar c/3$, the extrapolation length is $0.710\,\lambda=1.336\,D/v_t$, so $\gamma=0.467$ and the excess at $s=1$ is only about 7 %. For weak collisions the excess falls to $0.0826\times0.5/0.75=5.5\,\%$ at $s=0.5$ and to 0.9 % at $s=0.1$. The uncorrected rule errs the other way: its ratio to the kinetic velocity is $1-\gamma s$, which for weak collisions at $s=1$ is 0.58.

The remaining error lies in the even part of the distribution. Its one-way flux is $(J_{\rm in}+J_{\rm out})/2$, which the approximation sets to $n\bar c/4$. At $s=1$ there are no departures, $J_{\rm in}=k_1n$, and the one-way flux of the even part is $k_1n/2$. For weak collisions this is $1/1.165=0.86$ of the assumed value. The true density at the wall is also lower than the extrapolated one, by the factor 0.64 for weak collisions at $s=1$ (0.70 for strong ones), so a density taken from a particle simulation at the wall itself must not be inserted for $n$.

The Motz-Wise derivation did not ask how unstuck particles leave, but the kinetic result does depend on it. With mirror-like instead of diffuse reflection, the weak-collision velocity at $s=0.5$ is 3.5 % lower.

Two additions are needed for a growing film. If the condensed phase evaporates, let $n_{\rm eq}$ be the vapour density at which growth stops. There the arriving flux is $n_{\rm eq}\bar c/4$, and evaporation must balance the part that sticks, $s\,n_{\rm eq}\bar c/4$. With the same evaporation rate during growth,

$$
J=s\left(\frac{n\bar c}{4}+\frac J2\right)-\frac{s\,n_{\rm eq}\bar c}{4}
\quad\Longrightarrow\quad J=k\,(n-n_{\rm eq}).
$$

If the species also has to cross a diffusion layer of thickness $\delta$ from a region of density $n_b$, then $J=D(n_b-n)/\delta$. Writing the two density drops as $n_b-n=J\delta/D$ and $n-n_{\rm eq}=J/k$ and adding them gives

$$
J=\frac{n_b-n_{\rm eq}}{1/k+\delta/D}.
$$

Consider gallium atoms in hydrogen at 1 Torr and 900 K, condensing on a flat surface of liquid gallium. This is not a model of droplet epitaxy, which usually works with molecular beams in vacuum and with small curved droplets. The gallium partial pressure is $10^{-4}$ Torr, the diffusion layer is 10 mm thick, and $D=0.2\ \mathrm{m^2/s}$ is a rough value (kinetic-theory estimates run from about 0.2 to 0.4, depending on the collision diameter assumed). A gallium atom is about 35 times heavier than a hydrogen molecule, so the weak-collision model is the appropriate limit. The thermal velocity is $v_t=328$ m/s and the mean speed is $\bar c=522.8$ m/s. The length $D/v_t=0.61$ mm, which sets the scale of the Knudsen layer, is well below 10 mm, so a diffusion layer is meaningful.

For $s=1$ the uncorrected velocity is $522.8/4=130.7$ m/s and the Motz-Wise velocity is $522.8/2=261.4$ m/s, or $1.195\times10^{-4}$ atomic units. The weak-collision value is 224 m/s. At $s=0.1$ the three are 13.1, 13.8 and 13.6 m/s.

The diffusion layer alone would allow $D/\delta=20$ m/s. In series with the Motz-Wise wall, and with evaporation neglected, the effective velocity is

$$
\left(\frac1{261.4}+\frac1{20}\right)^{-1}=18.58\ \mathrm{m/s}.
$$

The film grows at this velocity times the ratio of the vapour density to the atomic density of the liquid. For a liquid of roughly $6\ \mathrm{g/cm^3}$ (at 900 K the density is nearer 5.7, which would raise all growth rates below by 5 %) this ratio is $2.07\times10^{-11}$, so the growth rate is 0.385 nm/s. The uncorrected wall gives 0.359 nm/s and the kinetic one 0.380 nm/s. A factor of two in the surface velocity has become 7 % in growth, and the 17 % kinetic error has become 1.2 %, because the diffusion layer carries most of the resistance. For the same reason the growth rates themselves are only as good as the rough $D$: changing it by 30 % changes them by nearly as much. Their third digit serves only to compare the wall rules at fixed $D$. With a thinner layer or a larger $D$, more of the difference would appear in the growth rate.

Several other neglected effects can be estimated and are small for these numbers. Taking the vapour pressure of gallium as roughly 0.01 Torr at 1300 K with an evaporation energy of 2.7 eV gives about $2\times10^{-7}$ Torr at 900 K. This lowers the driving difference $n_b-n_{\rm eq}$, and with it the growth rate, by 0.2 %. The gallium mole fraction, $10^{-4}$, sets the scale of the flow induced by condensation. Collisions between gallium atoms are similarly rare, but each changes the velocity far more than a collision with a hydrogen molecule does. Even if this raised their weight by the mass ratio of 35, it would stay below 1 %. A temperature difference of 10 K is 1.1 % of 900 K and changes $\bar c\propto\sqrt\theta$ by half as much. It acts more strongly through $D$, which varies roughly as $T^{1.7}$ and changes by about 2 %. Raising the gas temperature by 10 K moves the growth rate by 0.7 % at fixed gallium pressure and by 1.8 % at fixed gallium density, which is as large as the 1.2 % kinetic difference. Thermal diffusion is not included in these estimates.

The example is simpler than a production reactor. Metal-organic vapour-phase epitaxy supplies gallium bound in a molecule instead of as free atoms, and the pressure and temperature of a reactor can differ from the values assumed here. Higher pressure lowers $D$ and makes the wall correction matter less for growth if $\delta$ is held fixed. Cold-wall reactors have temperature differences far larger than 10 K, for which the isothermal estimate does not hold. The assumption of a uniform wall with $s=1$ also fails when droplets cover part of a less sticky surface. If the pattern is much finer than 0.61 mm, the arriving flux is nearly uniform and the area average of $s$ may be used, provided the droplets are nearly flat and atoms landing between them do not migrate along the surface to them. An average of 0.5 lowers the Motz-Wise velocity to 87.1 m/s and the effective velocity to $(1/87.1+1/20)^{-1}=16.3$ m/s, a loss of 12 % in growth. In this example, uncertainty in the sticking probability can therefore outweigh the kinetic error of the Motz-Wise formula. The numerical output below lists the inputs and the main results.

## Computed values

```
REDUCED UNITS (vt = 1, D = 1)
mean speed cbar / vt: 1.59577
one-way flux / (n vt): 0.39894
one-way flux shift, even distortion 0.2(c^2-1): 20.0 %
drifted Maxwellian / Motz-Wise, s=0.5: 1.0379
s=1 ansatz negative above outgoing speed / vt: 1.2533
share of outgoing Maxwellian density there: 0.210
extrapolation length, Motz-Wise s=1: 1.2533
extrapolation length, strong collisions: 1.4371
  same by Wiener-Hopf integral: 1.4371
extrapolation length, weak collisions: 1.4603
  |zeta(1/2)|: 1.4604
gamma, strong collisions: 0.4267
Motz-Wise / kinetic at s=1, strong: 1.1466
gamma, weak collisions: 0.4174
Motz-Wise / kinetic at s=1, weak: 1.1652
specular / diffuse velocity, weak, s=0.5: 0.9648
true / extrapolated wall density, weak, s=1: 0.6414
EXAMPLE: Ga atoms in hydrogen
temperature: 900 K
total pressure: 1.0 Torr
Ga partial pressure: 1.0e-04 Torr
diffusivity (rough): 0.20 m^2/s
diffusion layer: 10 mm
liquid Ga density (rough): 6.0 g/cm^3
Ga atomic mass: 69.723 u
thermal velocity vt: 327.6 m/s
mean speed: 522.8 m/s
persistence length D/vt: 0.610 mm
surface velocity in m/s: uncorrected, Motz-Wise, weak-kinetic
  s=0.01: 1.307, 1.314, 1.313
  s=0.10: 13.070, 13.757, 13.640
  s=0.50: 65.348, 87.130, 82.587
  s=1.00: 130.695, 261.391, 224.340
Motz-Wise velocity, s=1: 1.1948e-04 atomic units
diffusion velocity D/delta: 20.00 m/s
growth rate s=1, uncorrected: 0.3591 nm/s
growth rate s=1, Motz-Wise: 0.3846 nm/s
growth rate s=1, kinetic: 0.3802 nm/s
Motz-Wise / uncorrected growth: 1.0711
Motz-Wise / kinetic growth: 1.0117
NEGLECTED EFFECTS
vapour input (rough): 0.01 Torr at 1300 K, 2.7 eV
Ga vapour pressure at 900 K (rough): 2.2e-07 Torr
extrapolated Ga pressure at wall: 7.11e-06 Torr
growth lost to re-evaporation: 0.22 %
Ga mole fraction: 1.0e-04
relative size of a 10 K difference: 1.11 %
```
